# Exchange fringes in silicon-28 on silicon-28 Coulomb scattering: test program

```python
# RESULT UNDER TEST: for unscreened Coulomb scattering of identical spin-0
# nuclei, fringes near 90 degrees (centre of mass) are spaced by pi/eta,
# which is about 0.35 degrees for 100 keV silicon-28 on silicon-28 at rest.
# Symbols: eta = Z^2 e^2/(4 pi eps0 hbar v), v = relative speed,
# k = relative wave number, d = head-on closest approach, b = impact
# parameter, l = angular momentum quantum number. Lengths are in pm.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erfc, loggamma

Z = 14
mass_u = 27.97693
energy_keV = 100.0
temperature = 300.0
mass = mass_u * const.atomic_mass
energy = energy_keV * 1e3 * const.e
speed = np.sqrt(2 * energy / mass)
energy_cm = energy / 2
coulomb = Z**2 * const.e**2 / (4 * np.pi * const.epsilon_0)
eta = coulomb / (const.hbar * speed)
k = (mass / 2) * speed / const.hbar * 1e-12
d = coulomb / energy_cm * 1e12
spacing = np.pi / eta
spacing_deg = np.degrees(spacing)

# ---- Partial-wave sums; the smooth taper removes only high l, which has
# ---- no stationary phase at the angles examined.
l_values = np.arange(8001)
taper = 0.5 * erfc((l_values - 4000) / 500)


def partial_waves(twice_phase, theta):
    """Even-l and odd-l parts of the scattering amplitude, in pm."""
    weights = (2 * l_values + 1) * taper * np.exp(1j * twice_phase) / (2j * k)
    x = np.cos(theta)
    previous, current = np.ones_like(x), x.copy()
    parts = [weights[0] * previous, weights[1] * current]
    for l in range(2, len(l_values)):
        following = ((2 * l - 1) * x * current - (l - 1) * previous) / l
        previous, current = current, following
        parts[l % 2] = parts[l % 2] + weights[l] * current
    return parts


def peak_angles(theta, values):
    """Local maxima refined by a parabola through three points."""
    i = np.where((values[1:-1] > values[:-2])
                 & (values[1:-1] > values[2:]))[0] + 1
    left, mid, right = values[i - 1], values[i], values[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return theta[i] + shift * (theta[1] - theta[0])


coulomb_phase = 2 * np.imag(loggamma(l_values + 1 + 1j * eta))
theta = np.radians(np.linspace(88.5, 91.5, 1201))
even, odd = partial_waves(coulomb_phase, theta)
sum_identical = np.abs(2 * even)**2
sum_distinct = np.abs(even + odd)**2 + np.abs(even - odd)**2
s2, c2 = np.sin(theta / 2)**2, np.cos(theta / 2)**2
formula_distinct = (d / 4)**2 * (1 / s2**2 + 1 / c2**2)
formula_identical = formula_distinct + (d / 4)**2 * (
    2 * np.cos(2 * eta * np.log(np.tan(theta / 2))) / (s2 * c2))
scale = formula_identical.max()
error_identical = np.max(np.abs(sum_identical - formula_identical)) / scale
error_distinct = np.max(np.abs(sum_distinct - formula_distinct)) / scale
assert error_identical < 1e-6
assert error_distinct < 1e-6

# Peak positions and spacing, read from the partial-wave curve.
peaks = peak_angles(theta, sum_identical)
centre = int(np.argmin(np.abs(peaks - np.pi / 2)))
orders = np.arange(len(peaks)) - centre
predicted = 2 * np.arctan(np.exp(np.pi * orders / eta))
assert len(peaks) >= 7
assert np.max(np.abs(peaks - predicted)) < 1e-3 * spacing
measured_spacing = (peaks[centre + 1] - peaks[centre - 1]) / 2
assert abs(measured_spacing / spacing - 1) < 1e-3
assert abs(np.degrees(measured_spacing) - 0.35) < 0.005

# The spacing must shrink as sin(theta) away from 90 degrees.
theta60 = np.radians(np.linspace(59.3, 60.7, 701))
even60, odd60 = partial_waves(coulomb_phase, theta60)
peaks60 = peak_angles(theta60, np.abs(2 * even60)**2)
gaps60 = np.diff(peaks60)
middles60 = (peaks60[1:] + peaks60[:-1]) / 2
assert len(gaps60) >= 2
assert np.max(np.abs(gaps60 / (spacing * np.sin(middles60)) - 1)) < 2e-3

# ---- Classical deflection, with and without electron screening.
nodes, node_weights = np.polynomial.legendre.leggauss(200)
phi = (nodes + 1) * np.pi / 4
phi_weights = node_weights * np.pi / 4
a_screen = (0.8854 * const.physical_constants['Bohr radius'][0] * 1e12
            / (2 * Z**0.23))


def bare(r):
    return np.ones_like(r)


def universal(r):
    x = r / a_screen
    return (0.18175 * np.exp(-3.1998 * x) + 0.50986 * np.exp(-0.94229 * x)
            + 0.28022 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.20162 * x))


def closest_approach(b, screening):
    return brentq(lambda r: r * r - d * r * screening(r) - b * b,
                  1e-9 * d, 1.001 * (b + d), xtol=1e-14, rtol=1e-14)


def deflection(b, screening):
    r0 = closest_approach(b, screening)
    r = r0 / np.sin(phi)
    radial = 1 - d * screening(r) / r - (b / r)**2
    integral = np.sum(phi_weights * np.cos(phi) / np.sqrt(radial))
    return np.pi - 2 * b / r0 * integral


def b_at_90(screening):
    return brentq(lambda b: deflection(b, screening) - np.pi / 2,
                  0.01 * d, 2 * d)


b_bare = b_at_90(bare)
b_screened = b_at_90(universal)
assert abs(k * b_bare / eta - 1) < 1e-5
spacing_screened = np.pi / (k * b_screened)

# Semiclassical phase shifts (slope = half the deflection) summed over even l.
knots = 0.1 + 8100 * np.linspace(0, 1, 240)**2
angles_at_knots = [deflection(q / k, universal) for q in knots]
phase_curve = CubicSpline(knots, angles_at_knots).antiderivative()
even_s, odd_s = partial_waves(phase_curve(l_values + 0.5), theta)
peaks_s = peak_angles(theta, np.abs(2 * even_s)**2)
mid_s = int(np.argmin(np.abs(peaks_s - np.pi / 2)))
assert 0 < mid_s < len(peaks_s) - 1
summed_spacing_s = (peaks_s[mid_s + 1] - peaks_s[mid_s - 1]) / 2
assert abs(summed_spacing_s / spacing_screened - 1) < 5e-3


# ---- Laboratory angles from velocity vectors.
def lab_angle(theta_cm=np.pi / 2, u_along=0.0, u_across=0.0, loss=0.0):
    """Lab direction for target velocity u and electronic energy loss."""
    beam, target = np.array([speed, 0.0]), np.array([u_along, u_across])
    relative = beam - target
    size = np.hypot(*relative)
    size_after = np.sqrt(size**2 - 4 * loss / mass)
    c, s = np.cos(theta_cm), np.sin(theta_cm)
    direction = np.array([[c, -s], [s, c]]) @ relative / size
    out = (beam + target) / 2 + size_after / 2 * direction
    return np.arctan2(out[1], out[0])


lab_spacing = (lab_angle(peaks[centre + 1]) - lab_angle(peaks[centre - 1])) / 2
assert abs(lab_spacing / (spacing / 2) - 1) < 1e-3
u_thermal = np.sqrt(const.k * temperature / mass)
shift_along = abs(lab_angle(u_along=u_thermal) - np.pi / 4)
shift_across = abs(lab_angle(u_across=u_thermal) - np.pi / 4)
assert shift_across < 1e-2 * shift_along

hermite_x, hermite_w = np.polynomial.hermite.hermgauss(40)
thermal_shifts = np.array([lab_angle(u_along=np.sqrt(2) * u_thermal * x)
                           - np.pi / 4 for x in hermite_x])


def thermal_contrast(cm_spacing):
    phases = 2 * np.pi * thermal_shifts / (cm_spacing / 2)
    return np.sum(hermite_w * np.cos(phases)) / np.sqrt(np.pi)


contrast_bare = thermal_contrast(spacing)
contrast_screened = thermal_contrast(spacing_screened)
gaussian_contrast = np.exp(-0.5 * (4 * eta * u_thermal / speed)**2)
assert abs(contrast_bare - gaussian_contrast) < 1e-3


def loss_for_one_fringe(cm_spacing):
    return brentq(lambda q: np.pi / 4 - lab_angle(loss=q * energy_cm)
                  - cm_spacing / 2, 0, 0.5) * energy_cm / const.e


# ---- Numbers for the text.
at_90 = len(theta) // 2
print(f"Nuclear charge number Z: {Z}")
print(f"Silicon-28 atomic mass: {mass_u:.5f} u")
print(f"Laboratory energy: {energy_keV:.1f} keV")
print(f"Centre-of-mass energy: {energy_cm / const.e / 1e3:.1f} keV")
print(f"Relative speed v: {speed:.4e} m/s")
print(f"Relativity measure v^2/c^2: {(speed / const.c)**2:.2e}")
print(f"Relative wave number k: {k:.2f} 1/pm")
print(f"Head-on closest approach d: {d:.4f} pm")
print(f"Coulomb parameter eta: {eta:.2f}")
print(f"Fringe spacing pi/eta: {spacing:.6f} rad")
print(f"Fringe spacing pi/eta: {spacing_deg:.4f} deg (CM)")
print(f"Spacing from partial waves: {np.degrees(measured_spacing):.4f} deg")
print(f"Laboratory spacing near 45 deg: {np.degrees(lab_spacing):.4f} deg")
for n in (-1, 0, 1, 2):
    print(f"Partial-wave peak n={n}: {np.degrees(peaks[centre + n]):.4f} deg")
print(f"Mean spacing near 60 deg: {np.degrees(gaps60.mean()):.4f} deg (CM)")
print(f"Identical, 90 deg: {sum_identical[at_90]:.3f} pm^2/sr")
print(f"Distinguishable, 90 deg: {sum_distinct[at_90]:.3f} pm^2/sr")
print(f"Largest relative error, identical: {error_identical:.1e}")
print(f"Largest relative error, distinguishable: {error_distinct:.1e}")
print(f"Bare impact parameter for 90 deg: {b_bare:.4f} pm")
print(f"Bare closest approach at 90 deg: "
      f"{closest_approach(b_bare, bare):.3f} pm")
print(f"Universal screening length: {a_screen:.3f} pm")
print(f"Screened impact parameter for 90 deg: {b_screened:.4f} pm")
print(f"Screened closest approach at 90 deg: "
      f"{closest_approach(b_screened, universal):.3f} pm")
print(f"Screened spacing, classical path: "
      f"{np.degrees(spacing_screened):.4f} deg (CM)")
print(f"Screened spacing, partial waves: "
      f"{np.degrees(summed_spacing_s):.4f} deg (CM)")
print(f"Screened/bare spacing ratio: {spacing_screened / spacing:.3f}")
print(f"Target temperature: {temperature:.0f} K")
print(f"Thermal speed, one component: {u_thermal:.1f} m/s")
print(f"Thermal lab-angle blur (rms): {np.degrees(shift_along):.4f} deg")
print(f"Thermal contrast factor, bare: {contrast_bare:.3f}")
print(f"Thermal contrast factor, screened: {contrast_screened:.3f}")
print(f"Loss shifting one fringe, bare: {loss_for_one_fringe(spacing):.0f} eV")
print(f"Loss shifting one fringe, screened: "
      f"{loss_for_one_fringe(spacing_screened):.0f} eV")
print("PASS")
```

Printed output:

```
Nuclear charge number Z: 14
Silicon-28 atomic mass: 27.97693 u
Laboratory energy: 100.0 keV
Centre-of-mass energy: 50.0 keV
Relative speed v: 8.3051e+05 m/s
Relativity measure v^2/c^2: 7.67e-06
Relative wave number k: 182.93 1/pm
Head-on closest approach d: 5.6447 pm
Coulomb parameter eta: 516.29
Fringe spacing pi/eta: 0.006085 rad
Fringe spacing pi/eta: 0.3486 deg (CM)
Spacing from partial waves: 0.3486 deg
Laboratory spacing near 45 deg: 0.1743 deg
Partial-wave peak n=-1: 89.6514 deg
Partial-wave peak n=0: 90.0000 deg
Partial-wave peak n=1: 90.3486 deg
Partial-wave peak n=2: 90.6973 deg
Mean spacing near 60 deg: 0.3022 deg (CM)
Identical, 90 deg: 31.862 pm^2/sr
Distinguishable, 90 deg: 15.931 pm^2/sr
Largest relative error, identical: 4.0e-12
Largest relative error, distinguishable: 2.6e-12
Bare impact parameter for 90 deg: 2.8223 pm
Bare closest approach at 90 deg: 6.814 pm
Universal screening length: 12.767 pm
Screened impact parameter for 90 deg: 2.2050 pm
Screened closest approach at 90 deg: 4.832 pm
Screened spacing, classical path: 0.4462 deg (CM)
Screened spacing, partial waves: 0.4462 deg (CM)
Screened/bare spacing ratio: 1.280
Target temperature: 300 K
Thermal speed, one component: 298.6 m/s
Thermal lab-angle blur (rms): 0.0206 deg
Thermal contrast factor, bare: 0.759
Thermal contrast factor, screened: 0.845
Loss shifting one fringe, bare: 605 eV
Loss shifting one fringe, screened: 773 eV
PASS
```
